# Why Interdiffusing Gases Create a Transient Pressure Difference Between Closed Bulbs: test program

```python
"""Diffusion pressure effect between closed bulbs joined by a capillary.

Result under test: diffusion slip w_s = sigma*D*dx1/dz at the wall is cancelled
by viscous return flow, so that the bulb pressures differ by
    dp = (8/a^2) * integral of eta*sigma*D dx1,
    sigma = (sqrt(m1)-sqrt(m2)) / (x1*sqrt(m1)+x2*sqrt(m2)).
Symbols: 1 heavy gas, 2 light gas, x1 mole fraction, m mass, d hard-sphere
diameter, D diffusion coefficient, eta mixture viscosity, a capillary radius,
L its length, V volume of each bulb, p pressure, T temperature.
b1, b2: partial viscosities per mole fraction, eta = x1*b1 + x2*b2.
SI units inside; printed units are given with each number.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

T = 300.0
kT = const.k * T
torr = const.torr
p0 = 10.0 * torr
a, L, V = 0.5e-3, 50e-3, 100e-6
area = np.pi * a**2
amu = const.atomic_mass
pair = (28.014 * amu, 2.016 * amu, 0.37e-9, 0.27e-9)   # m1, m2, d1, d2


def pure_viscosity(m, d):
    return 5 / (16 * d**2) * np.sqrt(m * kT / np.pi)


def diffusion_times_pressure(gas):
    m1, m2, d1, d2 = gas
    mu = m1 * m2 / (m1 + m2)
    return 3 * kT / (8 * ((d1 + d2) / 2)**2) * np.sqrt(kT / (2 * np.pi * mu))


def partial_viscosities(x1, gas):
    """First-order Chapman-Enskog stress equations for hard spheres."""
    m1, m2, d1, d2 = gas
    x2 = 1 - x1
    mu = m1 * m2 / (m1 + m2)
    eta12 = pure_viscosity(2 * mu, (d1 + d2) / 2)
    k = 2 * m1 * m2 / ((m1 + m2)**2 * eta12)
    h11 = x1 / pure_viscosity(m1, d1) + x2 * k * (5 / 3 + m2 / m1)
    h22 = x2 / pure_viscosity(m2, d2) + x1 * k * (5 / 3 + m1 / m2)
    h12, h21 = -x2 * k * 2 / 3, -x1 * k * 2 / 3
    det = h11 * h22 - h12 * h21
    return (h22 - h12) / det, (h11 - h21) / det


def viscosity(x1, gas=pair):
    b1, b2 = partial_viscosities(x1, gas)
    return x1 * b1 + (1 - x1) * b2


def sigma_maxwell(x1, gas=pair):
    s1, s2 = np.sqrt(gas[0]), np.sqrt(gas[1])
    return (s1 - s2) / (x1 * s1 + (1 - x1) * s2)


def sigma_viscous(x1, gas=pair):
    b1, b2 = partial_viscosities(x1, gas)
    return (b1 - b2) / (x1 * b1 + (1 - x1) * b2)


def sigma_average(x1, gas=pair):
    return (sigma_maxwell(x1, gas) + sigma_viscous(x1, gas)) / 2


# ---- Kinetic equation between diffuse plates; no slip law is put in ----
def transport_matrix(x, rate, speed, nv):
    """Maps a source on the grid to the mean velocity along the plates."""
    t, w = np.polynomial.legendre.leggauss(nv)
    t, w = (t + 1) / 2, w / 2
    xi = 7 * t**2
    weight = w * 14 * t * np.exp(-xi**2 / 2) / np.sqrt(2 * np.pi)
    n = len(x)
    rows, half = np.zeros((nv, n)), np.zeros((n, n))
    for k in range(n - 1):
        tau = rate * (x[k + 1] - x[k]) / (speed * xi)
        lost = -np.expm1(-tau)
        upper = 1 - lost / tau
        rows *= np.exp(-tau)[:, None]
        rows[:, k] += lost - upper
        rows[:, k + 1] += upper
        half[k + 1] = weight @ rows
    return (half + half[::-1, ::-1]) / rate


def mean_path(x1, gas):
    mbar = x1 * gas[0] + (1 - x1) * gas[1]
    return viscosity(x1, gas) * np.sqrt(2 * kT / mbar) / p0


def channel_flows(width, x1, gas, density=30, nv=48):
    """Mean molar velocity for unit dx1/dz and for unit dp/dz.
    The plate distance is width times mean_path."""
    H = width * mean_path(x1, gas)
    s = np.linspace(0, 1, int(density * width) + 1)
    x = H * (s - 0.8 * np.sin(2 * np.pi * s) / (2 * np.pi))
    n, x2 = len(x), 1 - x1
    D = diffusion_times_pressure(gas) / p0
    b1, b2 = partial_viscosities(x1, gas)
    g1, g2 = p0 / b1, p0 / b2
    v1sq, v2sq = kT / gas[0], kT / gas[1]
    w12, w21 = v1sq * x2 / D, v2sq * x1 / D       # momentum exchange rates
    t1 = transport_matrix(x, g1, np.sqrt(v1sq), nv)
    t2 = transport_matrix(x, g2, np.sqrt(v2sq), nv)
    eye = np.eye(n)
    system = np.block([[eye - (g1 - w12) * t1, -w12 * t1],
                       [-w21 * t2, eye - (g2 - w21) * t2]])
    r1, r2 = t1.sum(axis=1), t2.sum(axis=1)
    drive = np.column_stack([
        np.concatenate([-v1sq / x1 * r1, v2sq / x2 * r2]),
        np.concatenate([-v1sq / p0 * r1, -v2sq / p0 * r2])])
    u = np.linalg.solve(system, drive)
    molar = x1 * u[:n] + x2 * u[n:]
    dx = np.diff(x)[:, None]
    return ((molar[1:] + molar[:-1]) / 2 * dx).sum(axis=0) / H


def kinetic_sigma(x1, gas, density=30, nv=48):
    """Slip coefficient; the wall-layer share cancels between two widths."""
    D = diffusion_times_pressure(gas) / p0
    narrow = channel_flows(10, x1, gas, density, nv)[0]
    wide = channel_flows(20, x1, gas, density, nv)[0]
    return (20 * wide - 10 * narrow) / 10 / D


compositions = (0.2, 0.5, 0.8)
sigma_kin = [kinetic_sigma(x, pair) for x in compositions]
for x, s in zip(compositions, sigma_kin):
    # Maxwell's estimate ignores the distorted wall layer: about ten percent
    assert abs(s / sigma_maxwell(x) - 1) < 0.12
    # the averaged estimate still uses a simple trial for incident molecules
    assert abs(s / sigma_average(x) - 1) < 0.05
coarse_shift = kinetic_sigma(0.5, pair, 15, 32) / sigma_kin[1] - 1
assert abs(coarse_shift) < 0.01

equal_mass = (pair[0], pair[0], pair[2], pair[3])
sigma_equal = kinetic_sigma(0.5, equal_mass)
sigma_equal_visc = sigma_viscous(0.5, equal_mass)
assert abs(sigma_equal) > 0.02
assert 0.3 < sigma_equal / sigma_equal_visc < 0.9

# Counter-pressure gradient in a channel, extrapolated to a wide channel
Dp = diffusion_times_pressure(pair)
D = Dp / p0
eta_mid = viscosity(0.5)
ell = mean_path(0.5, pair)
widths = np.array([10.0, 20.0, 40.0])
flows = np.array([channel_flows(w, 0.5, pair) for w in widths])
gradient = -flows[:, 0] / flows[:, 1]
predicted = 12 * eta_mid * sigma_maxwell(0.5) * D / (widths * ell)**2
gradient_ratio = gradient / predicted
wide_limit = 1 / np.polyfit(1 / widths, 1 / gradient_ratio, 2)[2]
assert abs(wide_limit - 1) < 0.05
poiseuille = -flows[:, 1] * 12 * eta_mid / (widths * ell)**2
fit = np.polyfit(1 / widths, poiseuille, 2)
assert abs(fit[2] - 1) < 0.02
viscous_slip_length = fit[1] / 6 * ell

# ---- Stokes flow in the round tube by finite volumes ----
nr = 400
dr = 1 / nr
face = np.arange(nr + 1) * dr
centre = (face[1:] + face[:-1]) / 2
M = np.zeros((nr, nr))
for j in range(nr):
    if j > 0:
        M[j, j] += face[j] / dr
        M[j, j - 1] -= face[j] / dr
    if j < nr - 1:
        M[j, j] += face[j + 1] / dr
        M[j, j + 1] -= face[j + 1] / dr
    else:
        M[j, j] += 2 * face[j + 1] / dr
shape = np.linalg.solve(M, centre * dr)
tube_mean = 2 * np.sum(shape * centre) * dr
assert abs(8 * tube_mean - 1) < 1e-3
profile = 1 - shape / tube_mean                  # in units of the wall slip
axis_velocity = profile[0]
turn_radius = np.interp(0, profile, centre)
assert abs(axis_velocity + 1) < 2e-3
assert abs(turn_radius - 1 / np.sqrt(2)) < 2e-3


# ---- Quasi-steady formula and time constants ----
def dp_formula(xa, xb, sigma=sigma_maxwell):
    integral = quad(lambda x: viscosity(x) * sigma(x), xb, xa)[0]
    return 8 * D / a**2 * integral


dp_full = dp_formula(1.0, 0.0)
log_integral = quad(sigma_maxwell, 0, 1)[0]
assert abs(log_integral - 0.5 * np.log(pair[0] / pair[1])) < 1e-9
dp_closed = 4 * eta_mid * D / a**2 * np.log(pair[0] / pair[1])
eta_mean = quad(viscosity, 0, 1)[0]
tau_D = L * V / (2 * area * D)
tau_p = 4 * eta_mean * L * V / (np.pi * a**4 * p0)
t_peak_formula = np.log(tau_D / tau_p) / (1 / tau_p - 1 / tau_D)
dp_peak_formula = dp_full * np.exp(-t_peak_formula / tau_D)

# ---- Time-dependent simulation of both species in bulbs and capillary ----
cells = 40
nodes = cells + 2
dz_cell = L / cells
gap = np.full(cells + 1, dz_cell)
gap[[0, -1]] = dz_cell / 2
volume = np.full(nodes, area * dz_cell)
volume[[0, -1]] = V


def face_state(y):
    p1, p2 = y[:nodes], y[nodes:]
    p = p1 + p2
    x = p1 / p
    xf, pf = (x[1:] + x[:-1]) / 2, (p[1:] + p[:-1]) / 2
    slope = np.diff(x) / gap
    slip = sigma_maxwell(xf) * Dp / pf * slope
    viscous = -a**2 / (8 * viscosity(xf)) * np.diff(p) / gap
    return xf, pf, slope, slip, viscous


def rates(t, y):
    xf, pf, slope, slip, viscous = face_state(y)
    total = pf * (slip + viscous)
    f1 = xf * total - Dp * slope
    f2 = (1 - xf) * total + Dp * slope
    change1 = -np.diff(np.concatenate([[0.0], f1, [0.0]]))
    change2 = -np.diff(np.concatenate([[0.0], f2, [0.0]]))
    return area * np.concatenate([change1 / volume, change2 / volume])


start = np.zeros(2 * nodes)
start[0] = p0
start[nodes + 1:] = p0
run = solve_ivp(rates, (0, 1.1 * tau_D), start, method="BDF",
                rtol=1e-8, atol=1e-7, dense_output=True)
assert run.success


def bulbs(t):
    y = run.sol(t)
    pa, pb = y[0] + y[nodes], y[nodes - 1] + y[-1]
    return pa - pb, y[0] / pa, y[nodes - 1] / pb


times = np.linspace(0, 4 * t_peak_formula, 4001)
history = bulbs(times)[0]
best = int(np.argmax(history))
t_peak, dp_peak = times[best], history[best]
assert abs(dp_peak / dp_peak_formula - 1) < 0.02
assert abs(t_peak / t_peak_formula - 1) < 0.06

middle = cells // 2
_, _, _, slip_all, viscous_all = face_state(run.sol(t_peak))
slip_mid, return_mid = slip_all[middle], viscous_all[middle]
assert slip_mid < 0 < return_mid
assert abs((slip_mid + return_mid) / slip_mid) < 0.01

later = []
for fraction in (0.5, 1.0):
    dp_sim, xa, xb = bulbs(fraction * tau_D)
    decay = np.exp(-fraction)
    dp_pred = dp_formula((1 + decay) / 2, (1 - decay) / 2)
    assert abs((xa - xb) / decay - 1) < 0.01
    assert abs(dp_sim / dp_pred - 1) < 0.015
    later.append((fraction, dp_sim, dp_pred, xa - xb, decay))

# ---- Sizes of neglected effects ----
dp_layer = dp_formula(1.0, 0.0, sigma_average)
slip_factor = 1 + 4 * viscous_slip_length / a
mbar = (pair[0] + pair[1]) / 2
baro = 0.25 * (pair[0] - pair[1]) / mbar * dp_full / p0
weight = (pair[0] - pair[1]) * p0 / kT * const.g * L
mT = 1e3 / torr

print(f"temperature {T:.0f} K; pressure {p0/torr:.1f} Torr")
print(f"capillary radius {a*1e3:.2f} mm; length {L*1e3:.0f} mm")
print(f"volume of each bulb {V*1e6:.0f} cm3")
print(f"masses N2, H2: {pair[0]/amu:.3f}, {pair[1]/amu:.3f} u")
print(f"diameters N2, H2: {pair[2]*1e9:.2f}, {pair[3]*1e9:.2f} nm")
print(f"viscosity pure N2 {viscosity(1.0)*1e6:.2f} uPa s")
print(f"viscosity pure H2 {viscosity(0.0)*1e6:.2f} uPa s")
print(f"viscosity equimolar {eta_mid*1e6:.2f} uPa s")
print(f"viscosity averaged over x1 {eta_mean*1e6:.2f} uPa s")
print(f"diffusion coefficient {D*1e4:.2f} cm2/s")
print(f"mean path equimolar {ell*1e6:.2f} um; over radius {ell/a:.4f}")
for x, s in zip(compositions, sigma_kin):
    print(f"x1={x:.1f} sigma: Maxwell {sigma_maxwell(x):.3f}, "
          f"viscous {sigma_viscous(x):.3f}, "
          f"average {sigma_average(x):.3f}, kinetic {s:.3f}")
print(f"kinetic sigma shift on coarse mesh {100*coarse_shift:.3f} %")
print(f"equal masses, unequal sizes: kinetic sigma {sigma_equal:.3f}")
print(f"equal masses: viscous-weight sigma {sigma_equal_visc:.3f}")
for w, r in zip(widths, gradient_ratio):
    print(f"channel {w:.0f} paths: gradient kinetic/formula {r:.3f}")
print(f"same ratio, wide-channel limit {wide_limit:.3f}")
print(f"tube axis velocity / wall slip {axis_velocity:.3f}")
print(f"radius of zero velocity / a {turn_radius:.3f}")
print(f"integral of sigma over x1 {log_integral:.4f}")
print(f"full dp, formula {dp_full:.3f} Pa = {dp_full*mT:.2f} mTorr")
print(f"full dp / p {100*dp_full/p0:.3f} %")
print(f"dp, constant equimolar viscosity {dp_closed*mT:.2f} mTorr")
print(f"composition time {tau_D:.1f} s; pressure time {tau_p:.3f} s")
print(f"ratio pressure time / composition time {tau_p/tau_D:.5f}")
print(f"capillary profile time L^2/(pi^2 D) {L**2/np.pi**2/D:.3f} s")
print(f"peak time: formula {t_peak_formula:.2f}, simulated {t_peak:.2f} s")
print(f"peak dp: formula {dp_peak_formula*mT:.2f}, "
      f"simulated {dp_peak*mT:.2f} mTorr")
print(f"mid-capillary slip velocity at peak {slip_mid*1e3:.2f} mm/s")
print(f"mid-capillary return velocity at peak {return_mid*1e3:.2f} mm/s")
for f, ds, df, xs, xf in later:
    print(f"t={f:.1f} composition times: dp simulated {ds*mT:.2f}, "
          f"formula {df*mT:.2f} mTorr")
    print(f"  mole-fraction difference simulated {xs:.4f}, formula {xf:.4f}")
print(f"wall-layer slip correction to dp {100*(dp_layer/dp_full-1):.2f} %")
print(f"viscous slip raises return flow by {100*(slip_factor-1):.2f} %")
print(f"dp with viscous slip alone {dp_full/slip_factor*mT:.2f} mTorr")
print(f"pressure diffusion / ordinary diffusion {100*baro:.3f} %")
print(f"end resistance / capillary resistance {100*np.pi*a/(2*L):.2f} %")
print(f"gas-weight difference, vertical tube {weight*mT:.4f} mTorr")
print(f"bulb temperature difference imitating dp {T*dp_full/p0:.2f} K")
print("checks complete")
```

It prints:

```
temperature 300 K; pressure 10.0 Torr
capillary radius 0.50 mm; length 50 mm
volume of each bulb 100 cm3
masses N2, H2: 28.014, 2.016 u
diameters N2, H2: 0.37, 0.27 nm
viscosity pure N2 17.88 uPa s
viscosity pure H2 9.01 uPa s
viscosity equimolar 16.13 uPa s
viscosity averaged over x1 15.33 uPa s
diffusion coefficient 52.27 cm2/s
mean path equimolar 6.98 um; over radius 0.0140
x1=0.2 sigma: Maxwell 1.765, viscous 1.978, average 1.872, kinetic 1.884
x1=0.5 sigma: Maxwell 1.154, viscous 1.166, average 1.160, kinetic 1.161
x1=0.8 sigma: Maxwell 0.857, viscous 0.836, average 0.847, kinetic 0.846
kinetic sigma shift on coarse mesh 0.001 %
equal masses, unequal sizes: kinetic sigma -0.127
equal masses: viscous-weight sigma -0.232
channel 10 paths: gradient kinetic/formula 0.508
channel 20 paths: gradient kinetic/formula 0.698
channel 40 paths: gradient kinetic/formula 0.832
same ratio, wide-channel limit 1.007
tube axis velocity / wall slip -1.000
radius of zero velocity / a 0.707
integral of sigma over x1 1.3158
full dp, formula 3.170 Pa = 23.78 mTorr
full dp / p 0.238 %
dp, constant equimolar viscosity 26.64 mTorr
composition time 609.0 s; pressure time 1.171 s
ratio pressure time / composition time 0.00192
capillary profile time L^2/(pi^2 D) 0.048 s
peak time: formula 7.34, simulated 7.26 s
peak dp: formula 23.49, simulated 23.50 mTorr
mid-capillary slip velocity at peak -119.25 mm/s
mid-capillary return velocity at peak 119.25 mm/s
t=0.5 composition times: dp simulated 14.34, formula 14.31 mTorr
  mole-fraction difference simulated 0.6064, formula 0.6065
t=1.0 composition times: dp simulated 8.65, formula 8.63 mTorr
  mole-fraction difference simulated 0.3678, formula 0.3679
wall-layer slip correction to dp 3.58 %
viscous slip raises return flow by 6.73 %
dp with viscous slip alone 22.28 mTorr
pressure diffusion / ordinary diffusion 0.103 %
end resistance / capillary resistance 1.57 %
gas-weight difference, vertical tube 0.0511 mTorr
bulb temperature difference imitating dp 0.71 K
checks complete
```
